# Thermal damping of the surface-state interaction between two adatoms, part 2

Two identical adatoms a distance $d$ apart on a metal surface interact through a two-dimensional band of independent electrons with mass $m$, two spin states and $E=\hbar^2k^2/2m$. The interaction free energy $W$ is the part of the electronic grand potential $\Omega$ that needs both adatoms. The chemical potential $\mu=E_F$ is fixed, $k_F$ and $v_F$ are the Fermi wave number and velocity, and $\hbar v_F=2E_F/k_F$. The s-wave phase shift is $\delta$, with $\delta'=d\delta/dE$ at the Fermi level.

The theorem being proved is
$$W(d,T)=-E_F\left(\frac{2\sin\delta}{\pi}\right)^2\frac{\sin(2k_Fd+2\delta)}{(k_Fd)^2}\;\frac{x}{\sinh x},\qquad x=\frac{2\pi k_BT\,d}{\hbar v_F}. \tag{1}$$
Its last statement is that the corresponding part of $U-\mu N$ ($U$ internal energy, $N$ electron number) has $x^2\cosh x/\sinh^2x$ in place of $x/\sinh x$. The envelope is (1) without its sine.

Assumption 4 sets the regime: $k_Fd\gg1$, $k_BT\ll E_F$, $k_Fd\,(k_BT/E_F)^2\ll1$, and $|\delta'/\sin\delta|$ small compared with both $d/(\hbar v_F)$ and $1/(2\pi k_BT)$.

With $f$ the Fermi function, $t$ the scattering matrix element of one adatom and $G_d$ the clean propagator between the sites,
$$W=\frac{2}{\pi}\,\mathrm{Im}\int_{-\infty}^{\infty}f(E)\,L(E+i0)\,dE,\qquad L=\ln\!\left(1-t^2G_d^2\right). \tag{2}$$
Write $Q=tG_d$, $\phi=2k_Fd+2\delta$, $\tau=k_BT/E_F$ and $\omega_n=(2n+1)\pi k_BT$, so $x=\pi k_Fd\,\tau$. Then, with $H_0^{(1)}$ the Hankel function,
$$W=-4k_BT\,\mathrm{Re}\sum_{n\ge0}\ln\!\left(1-Q^2\right)\Big|_{E=\mu+i\omega_n},\qquad Q=i\,e^{i\delta}\sin\delta\,H_0^{(1)}(kd). \tag{8}$$
For $kd\gg1$, $-\ln(1-Q^2)=Q^2+Q^4/2+\dots$ is cut after
$$Q^2\simeq-e^{2i\delta}\sin^2\!\delta\,\left(-i\,\frac{2}{\pi kd}\,e^{2ikd}\right)=i\,\sin^2\!\delta\;\frac{2}{\pi kd}\;e^{2i(kd+\delta)}. \tag{9}$$
At $E=\mu+i\omega$,
$$k=k_F\sqrt{1+\frac{i\omega}{E_F}}=k_F+\frac{i\omega}{\hbar v_F}+k_F\frac{\omega^2}{8E_F^2}+\dots, \tag{10}$$
so $e^{2ikd}\simeq e^{2ik_Fd}\,e^{-(2n+1)x}$ at $\omega=\omega_n$. Other factors are taken at the Fermi level.

The complete model is a zero-range adatom that alone binds a state at $-E_B$:
$$\cot\delta(E)=\frac1\pi\ln\frac{E}{E_B}. \tag{7}$$
It is resonant, $\delta=\pi/2$, for $E_B=E_F$, as in the continuum check at $k_Fd=20$, $x=1$. The lattice check uses $24\times24$ periodic sites, hopping 1, impurities of strength $-3$ three sites apart along an axis, $k_BT=0.1$ and $\mu=-2.3$.

**The sum.** It is geometric:
$$\sum_{n=0}^\infty e^{-(2n+1)x}=\frac{e^{-x}}{1-e^{-2x}}=\frac1{2\sinh x}.$$
With $\mathrm{Re}(i\,e^{i\phi})=-\sin\phi$,
$$W\simeq4k_BT\;\frac{2\sin^2\!\delta}{\pi k_Fd}\;\frac{-\sin\phi}{2\sinh x}=-\frac{4k_BT\sin^2\!\delta}{\pi k_Fd}\;\frac{\sin\phi}{\sinh x}.$$
Substitute $k_BT=xE_F/(\pi k_Fd)$. The prefactor becomes $4E_F\sin^2\!\delta/[\pi^2(k_Fd)^2]$, multiplied by $x/\sinh x$, which is (1).

**The neglected terms.** Put $u=\omega_n/E_F$. The factor $1/k$ in (9) causes a relative error of order $u$. The factor $e^{2i\delta}\sin^2\!\delta$ has the logarithmic derivative $2\delta'e^{i\delta}/\sin\delta$ and causes one of order $\omega_n|\delta'/\sin\delta|$, the last term of (10) one of order $k_Fd\,u^2$, and the Hankel expansion and $Q^4$ errors of order $1/k_Fd$. Averages with the weights $e^{-(2n+1)x}$ are
$$\langle u\rangle=\pi\tau\coth x\le\pi\tau+\frac1{k_Fd},\qquad \langle u^2\rangle=\pi^2\tau^2\left(1+\frac{2}{\sinh^2x}\right)\le\pi^2\tau^2+\frac{2}{(k_Fd)^2}.$$
They follow from one and two derivatives of $1/\sinh x$ with respect to $x$. The bounds use $\coth x\le1+1/x$, $\sinh x\ge x$ and $\pi\tau/x=1/k_Fd$. Since $E_F/(k_Fd)=\hbar v_F/2d$, the first bound also gives $\langle\omega_n\rangle\le\pi k_BT+\hbar v_F/2d$, so the condition on $\delta'$ in assumption 4 makes $\langle\omega_n\rangle|\delta'/\sin\delta|$ small. All errors are small in the stated regime. Terms with $\omega_n$ comparable to $E_F$, where (10) cannot be cut, are exponentially small in $k_Fd$. $\square$

In the complete model with $k_Fd=200$, for $x=0.5,1,2,3$ and for $E_B$ equal to $E_F$ and to $0.2E_F$, the largest deviation from the law is 1.0% of the envelope, with modulus and phase both counted.

### Limits and meaning

For small $x$ the factor is $1-x^2/6$, so cold surfaces show the zero-temperature interaction. For large $x$ it is $2x\,e^{-x}$, and the interaction dies over the length
$$\ell_T=\frac{\hbar v_F}{2\pi k_BT}.$$

The factor is also an average. Integrating (2) by parts shows that $W(d,T)$ is the zero-temperature interaction for filling $E$, averaged with the weight $-f'(E)$. For $\varepsilon=E-\mu$ small, the filling enters through the phase $s\varepsilon$ with $s=2d/\hbar v_F$. The average is
$$\int(-f')\,e^{is\varepsilon}d\varepsilon=is\int f\,e^{is\varepsilon}d\varepsilon=is\,(2\pi i)(-k_BT)\sum_{n\ge0}e^{-s\omega_n}=\frac{\pi sk_BT}{\sinh(\pi sk_BT)},$$
where an infinitesimal negative imaginary part of $s$ removes the boundary term at $\varepsilon\to-\infty$. Since $\pi sk_BT=x$, this is the same factor. Electrons at different energies within about $k_BT$ of the Fermi level return with different phases, and their contributions cancel.

The force $-\partial W/\partial d$ carries the same factor at leading order. The derivative of the sine brings down $2k_F$, while the logarithmic derivative of $x/\sinh x$ is at most $x/d=\pi\tau k_F$ in size, and that of $1/d^2$ is $2/d$.

### Internal energy and entropy

The electronic entropy is $-\partial\Omega/\partial T$ at fixed $\mu$, and $U-\mu N=\Omega+TS$. The interaction part of $U-\mu N$ is therefore $W-T\,\partial W/\partial T$. At leading order $T$ enters through $x$ alone, so $T\,\partial/\partial T=x\,d/dx$, and
$$\frac{x}{\sinh x}-x\left(\frac1{\sinh x}-\frac{x\cosh x}{\sinh^2x}\right)=\frac{x^2\cosh x}{\sinh^2x}. \tag{11}$$
This proves the last statement of the theorem. For small $x$ it is $1+x^2/6$: the internal part at first grows with temperature while the free energy falls. The difference is $T$ times the interaction entropy, which has the sign of the zero-temperature interaction. Where the adatoms repel, bringing them together raises the electronic entropy, and this weakens the repulsion.

### Corrections that depend on temperature

**Band curvature.** The last term of (10) adds to $2kd$ the real phase $k_Fd\,\omega^2/4E_F^2$. For large $x$ the term $n=0$ dominates, with $\omega=\pi k_BT$, and the phase is
$$\frac{k_Fd\,\pi^2\tau^2}{4}=\frac{\pi x\tau}{4}. \tag{12}$$
It grows with $d$. At fixed temperature the law therefore fails in phase as $d\to\infty$, even though $k_Fd$ becomes large. At still larger distances it fails in size too: the next term of (10), $-ik_F\omega^3/16E_F^3$, multiplies the amplitude by $e^{k_Fd\,(\pi\tau)^3/8}$. For $\tau=0.05$, going from $k_Fd=40$ to 80 turns the phase of the complete model by 0.248 rad relative to the law; (12) predicts 0.247 rad.

**Energy-dependent scattering.** At imaginary frequency $\delta\simeq\delta+i\omega\delta'$, so $e^{2i\delta}$ acquires the factor $e^{-2\omega_n\delta'}=e^{-(2n+1)2\pi k_BT\delta'}$. This replaces $x$ in the geometric sum by
$$\tilde x=x+2\pi k_BT\,\delta',$$
as if the separation were $d+\hbar v_F\delta'$. The accompanying change of $\sin^2\!\delta$ is imaginary relative to $\sin^2\!\delta$ and shifts the phase. Differentiating (7) gives $-\delta'/\sin^2\!\delta=1/\pi E$. For the resonant adatom $\delta'=-1/\pi E_F$ and $\tilde x=x-2\tau$.

**Repeated round trips.** The term $Q^4/2$ decays twice as fast with $\omega$ as $Q^2$, which halves its integral at $T=0$. Relative to the main term its modulus is then $\tfrac14|Q^2|=\sin^2\!\delta/(2\pi k_Fd)$. At finite temperature its sum is $1/(2\sinh2x)$ in place of $1/(2\sinh x)$. The ratio of the sums is $1/(2\cosh x)$, so the relative correction is smaller than at $T=0$ by $1/\cosh x$.

### A numerical case

Take a filling of 0.40 eV and a mass of 0.40 electron masses, with a resonant adatom, $\delta=\pi/2$. Then $k_F=\sqrt{2mE_F}/\hbar=2.049\ \mathrm{nm^{-1}}$, the oscillation period is $\pi/k_F=1.53$ nm, and $\hbar v_F=2(0.40)/2.049=0.390$ eV nm. For $d=5$ nm, $k_Fd=10.25$ and the zero-temperature amplitude is
$$0.40\ \mathrm{eV}\times\frac{(2/\pi)^2}{(10.25)^2}=1.54\ \mathrm{meV}.$$
At 300 K, $k_BT=25.85$ meV, and
$$x=\frac{2\pi(0.02585)(5)}{0.3904}=2.08,\qquad\frac{x}{\sinh x}=0.528.$$
The amplitude falls to 0.815 meV, and $\ell_T=2.40$ nm. The phase puts this separation close to a repulsive maximum: the law gives $W=1.540$ meV at 0 K and 0.813 meV at 300 K. The internal factor is 1.133, so the internal part rises to 1.74 meV.

The factor $x/\sinh x$ for other cases is

| $d$ | 10 K | 77 K | 300 K |
|---|---|---|---|
| 3 nm | 1.000 | 0.983 | 0.781 |
| 5 nm | 0.999 | 0.954 | 0.528 |
| 10 nm | 0.997 | 0.832 | 0.130 |

The complete model gives 1.670 meV at 0 K, 8.4% above the law. Two corrections account for this. The shorter effective distance replaces one factor $1/d$, which came from the frequency sum, and multiplies the amplitude by $1/[1-2/(\pi k_Fd)]=1.066$. Repeated round trips add $1/(2\pi k_Fd)=1.6\%$, with a positive sign because $Q^2$ is nearly real and positive at a repulsive maximum. The product is 1.083. The other corrections of order $1/k_Fd$ are imaginary relative to the main term and have little effect near a maximum.

At 300 K the complete model gives 0.935 meV, 15% above the law. Its envelope is reduced to 0.560 of the zero-temperature value, not to 0.528. The moved argument $\tilde x=1.951$ gives 0.566, and the loss of most of the repeated-trip correction lowers this to about 0.560.

### Comparison with a real surface

The chosen filling and mass are rough values for the surface state of Cu(111), so the wavelength and the thermal length are in the right range. The resonant elastic adatom is an idealization. It gives the law (1) the largest amplitude that any phase shift allows, and weaker or lossy scattering lowers it. The value 1.54 meV is still not a strict bound, since the complete model lies 8% above it. On a real surface an adatom also scatters surface electrons into the bulk. If the outgoing s-wave is lost entirely, the scattered amplitude $(e^{2i\delta}-1)/2=-1$ becomes $-\tfrac12$. As long as propagation through the bulk is ignored, $t^2$ and with it the interaction fall by a factor of four, from 1.54 to about 0.39 meV at 0 K. This is not a lower bound. If a resonant adatom couples to the bulk $\gamma$ times as strongly as to the surface band, the scattered amplitude is $-1/(1+\gamma)$. Total loss is the case $\gamma=1$, and $\gamma=2.5$ gives about 0.13 meV. The factor $x/\sinh x$ is unchanged at leading order, since it comes from propagation between the adatoms.

Other neglected effects, for 5 nm and 300 K, are these.

- **Phonons.** A linewidth $\Gamma$ adds $i\Gamma/2$ to the energy and, by (10), a factor $e^{-\Gamma d/\hbar v_F}$. With the usual high-temperature estimate $\Gamma=2\pi\lambda k_BT$ this is $e^{-\lambda x}$. A rough coupling $\lambda=0.15$ gives $\Gamma=24$ meV and a factor 0.73, or 0.75 in the complete model. This is a further loss of about a quarter relative to the phonon-free value at 300 K. Not all of it is thermal: a Debye self-energy with the same $\lambda$ and a cutoff of 20 to 30 meV, inserted in the propagation, also lowers the 10 K interaction by about 5%.
- **Thermal change of the filling.** If warming lowers the filling by a rough 0.03 eV, $2k_Fd$ changes by 0.78 rad. With amplitude, $x$ and $\delta$ held fixed, the interaction drops from 0.81 to 0.62 meV. The result is sensitive to this rough value: a loss of 0.05 eV turns the phase by 1.32 rad and leaves 0.26 meV. Positions of maxima and minima at this distance thus require the filling at the temperature of use.
- **Curvature and band bottom.** The phase (12) is 0.11 rad. The factor $1/k$ in (9) turns the phase the other way by about $\pi\tau/2=0.10$ rad, so little of it remains here. The band bottom is empty with probability $2\times10^{-7}$.
- **Electrostatic repulsion.** A charge $q$ at height $h$ above a perfect metal, with its image, repels an equal one by $(q^2/4\pi\epsilon_0)\,[1/d-1/\sqrt{d^2+4h^2}]$. For a chosen 0.1 elementary charge at 0.1 nm this is 0.002 meV. It falls as $1/d^3$ and does not share the thermal damping, so beyond about 27 nm it exceeds the 300 K amplitude of the law. Both are then negligible beside $k_BT$.

Elastic and bulk-mediated interactions are left out and not sized here.

For growth, the ratio of interaction to thermal energy matters. At 300 K and 5 nm the amplitude is 0.03 $k_BT$, and it can hardly bias the positions of adatoms. At 10 K, $k_BT$ is 0.86 meV and the elastic amplitude is 1.8 times as large; with full loss into the bulk it is about half of $k_BT$, and with stronger coupling to the bulk it is smaller still. In this model, most of the change in this ratio between the two temperatures comes from $k_BT$ itself, which grows thirtyfold, while $x/\sinh x$ contributes a factor of about two. At 10 nm $x/\sinh x$ contributes a factor of nearly eight, and the damping in the complete model is a factor of about seven. The numerical output gives the remaining digits.

## Calculated quantities

```
lattice interaction, diagonalization: 2.28557090e-02 hopping units
lattice interaction, frequency sum: 2.28557090e-02 hopping units
continuum, real-energy integral (k_F d=20, x=1): 6.800538e-04 E_F
continuum, frequency sum (k_F d=20, x=1): 6.800538e-04 E_F
largest relative error of the law at k_F d=200, x<=3: 0.0100
curvature phase, k_F d 40 to 80, kT/E_F=0.05: 0.2479 rad
same phase from pi x kT/(4 E_F): 0.2467 rad
band filling E_F (rough): 0.40 eV
effective mass (rough): 0.40 m_e
phase shift at Fermi level: 0.500 pi
Fermi wave number k_F: 2.0493 1/nm
oscillation period pi/k_F: 1.533 nm
hbar v_F: 0.3904 eV nm
main case: separation 5.0 nm, temperature 300 K
thermal energy kT: 25.852 meV
kT/E_F: 0.0646
k_F d: 10.246
x: 2.0804
decay length hbar v_F/(2 pi kT): 2.403 nm
free-energy factor x/sinh x: 0.5278
internal factor x^2 cosh x/sinh^2 x: 1.1329
zero-temperature amplitude, law: 1.5441 meV
amplitude at 300 K, law: 0.8150 meV
interaction at 0 K, law: 1.5401 meV
interaction at 0 K, complete model: 1.6701 meV
interaction at 300 K, law: 0.8129 meV
interaction at 300 K, complete model: 0.9347 meV
amplitude at 300 K divided by kT: 0.0315
d (nm), T (K), x, x/sinh x, envelope ratio of complete model:
   3.0    10 0.0416 0.9997 0.9998
   3.0    77 0.3204 0.9831 0.9866
   3.0   300 1.2483 0.7808 0.8201
   5.0    10 0.0693 0.9992 0.9993
   5.0    77 0.5340 0.9540 0.9576
   5.0   300 2.0804 0.5278 0.5598
  10.0    10 0.1387 0.9968 0.9970
  10.0    77 1.0680 0.8325 0.8419
  10.0   300 4.1609 0.1298 0.1450
neglected effects, main case:
x moved by energy-dependent phase shift: 1.9512
factor with moved x: 0.5660
band-curvature phase pi x kT/(4 E_F): 0.1056 rad
phonon coupling (rough): 0.15
phonon linewidth 2 pi lambda kT: 24.36 meV
further factor from phonon broadening, sum: 0.7472
further factor, exp(-lambda x): 0.7319
phase change for filling loss of 0.03 eV: 0.783 rad
empty fraction at band bottom: 1.91e-07
adatom charge 0.10 e at height 0.10 nm (chosen)
electrostatic repulsion: 0.00230 meV
repulsion exceeds 300 K amplitude beyond: 27.2 nm
```
